**Teller's no-binding theorem tested for a Thomas-Fermi diatomic**

The interaction energy E_int(R) is the neutral molecule's energy minus those of its two isolated atoms, at nuclear separation R. The program minimizes a convex functional of the two-centre potential and asserts that E_int is positive and below two upper bounds at five Ge-Ge separations. It also asserts that the unconstrained minimum is neutral within 0.02 electrons, and that at 0.05 nm the sampled molecular potential lies between the larger atomic potential and the sum of both. At that separation, the potential functional, the density functional with a multipole Coulomb sum, and the charging integral give 2021.221, 2021.219 and 2020.912 eV; agreement within 0.3% is asserted. An unequal pair with charges 32 and 8 also passes the positivity and bound tests. The Ge-Ge energy falls from 18273 eV at 0.020 nm to 5.80 eV at 0.245 nm. An all-electron Kohn-Sham LDA calculation at 0.245 nm gives −3.80 eV, showing attraction in a theory outside the theorem's assumptions.

## Check in Python

```python
"""Teller's no-binding theorem for a neutral diatomic in Thomas-Fermi theory.

Result under test: E_int(R) = E_molecule - E_atom1 - E_atom2 is positive and
E_int(R) = integral from 0 to Z2 of [phi_mol - phi_atom2](nucleus 2) d(zeta),
where zeta is the growing charge of nucleus 2. Also E_int <= Z2*phi_atom1(R).

phi: total electrostatic potential; rho = (phi/gamma)^(3/2): electron density;
psi = phi_mol - phi_atom1 - phi_atom2; R: separation; Z1, Z2: nuclear charges.
Internal units are hartree and bohr; printed units are given with each number.
The molecule is solved in prolate spheroidal coordinates (u, v), with
r1 = (R/2)(cosh u + cos v) and r2 = (R/2)(cosh u - cos v).
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid
from scipy.interpolate import BSpline, CubicSpline
from scipy.linalg import solve
from pyscf import gto, dft

EV = const.value("Hartree energy in eV")
NM = const.value("Bohr radius") * 1e9
GAMMA = 0.5 * (3 * np.pi**2) ** (2 / 3)
DENS = GAMMA**-1.5                       # rho = DENS * phi^(3/2)
LENGTH = (4 * np.pi * DENS) ** (-2 / 3)  # atomic length times Z^(1/3)


def screening_function():
    """Neutral-atom screening chi(x), integrated inward from its tail.

    With y = chi*x^3/144 and s = ln x the equation is autonomous, so the
    origin of s is fixed afterwards by chi(0) = 1.
    """
    decay = (np.sqrt(73) - 7) / 2
    eps = 1e-5
    s = np.linspace(0, -48, 4001)
    out = solve_ivp(
        lambda t, y: [y[1], 7 * y[1] - 12 * y[0] + 12 * abs(y[0]) ** 1.5],
        [0, -48], [1 - eps, decay * eps], method="DOP853",
        t_eval=s, rtol=1e-11, atol=1e-60, max_step=0.2)
    assert out.success
    y, dy = out.y
    origin = -np.log(144 * (4 * y[-1] - dy[-1]) * np.exp(-3 * s[-1])) / 3
    lnx = s - origin
    lnchi = np.log(144 * y) - 3 * lnx
    return lnx[::-1], lnchi[::-1]


LNX, LNCHI = screening_function()
SCREEN = CubicSpline(LNX, LNCHI)


def atom(Z, r):
    """Potential of a neutral atom and its radial derivative."""
    lx = np.log(r * Z ** (1 / 3) / LENGTH)
    phi = Z / r * np.exp(SCREEN(lx))
    return phi, phi * (SCREEN(lx, 1) - 1) / r


def molecule(Z1, Z2, R, cells=22, nleg=16):
    """Minimize the convex functional of psi in a spline-Legendre basis."""
    a, deg = R / 2, 5
    umax = np.arccosh(200 / a)
    breaks = np.linspace(0, umax, cells + 1)
    knots = np.r_[np.zeros(deg), breaks, np.full(deg, umax)]
    spline = BSpline(knots, np.eye(cells + deg)[:, :-1], deg)
    g, gw = leg.leggauss(8)
    width = np.diff(breaks)[:, None]
    u = (breaks[:-1, None] + width * (g + 1) / 2).ravel()
    uw = (width * gw / 2).ravel()
    g, gw = leg.leggauss(48)
    v = np.pi * (g + 1) / 2
    vw = np.pi * gw / 2 * np.sin(v)
    eta = np.cos(v)
    U, dU = spline(u), spline(u, 1)
    P = leg.legvander(eta, nleg - 1)
    dP = leg.legval(eta, leg.legder(np.eye(nleg))).T
    sh = np.sinh(u)
    half = np.sinh(u / 2)[:, None] ** 2
    r1 = 2 * a * (half + np.cos(v / 2) ** 2)
    r2 = 2 * a * (half + np.sin(v / 2) ** 2)
    vol = 2 * np.pi * a * r1 * r2 * (sh * uw)[:, None] * vw
    p1, d1 = atom(Z1, r1)
    p2, d2 = atom(Z2, r2)
    S = p1 + p2
    n1, n2 = DENS * p1**1.5, DENS * p2**1.5

    order = np.arange(nleg)
    norm = 2 / (2 * order + 1)
    W = (uw * sh)[:, None]
    A = a / 2 * (np.kron(dU.T @ (W * dU), np.diag(norm))
                 + np.kron(U.T @ (W * U), np.diag(order * (order + 1) * norm)))
    nu = U.shape[1]
    UU = (U[:, :, None] * U[:, None, :]).reshape(len(u), -1)
    PP = (P[:, :, None] * P[:, None, :]).reshape(len(v), -1)
    c = np.zeros((nu, nleg))
    converged = False
    for _ in range(40):
        phi = np.maximum(S + U @ c @ P.T, 0)
        source = vol * (DENS * phi**1.5 - n1 - n2)
        grad = A @ c.ravel() + (U.T @ source @ P).ravel()
        H = (UU.T @ (1.5 * DENS * vol * np.sqrt(phi))) @ PP
        H = H.reshape(nu, nu, nleg, nleg).transpose(0, 2, 1, 3)
        H = A + H.reshape(nu * nleg, nu * nleg)
        step = solve(H, -grad, assume_a="pos")
        c = c + step.reshape(c.shape)
        if np.linalg.norm(step) < 1e-8 * np.linalg.norm(c):
            converged = True
            break
    assert converged, "two-centre Newton iteration did not converge"

    psi = U @ c @ P.T
    phi = np.maximum(S + psi, 0)
    n = DENS * phi**1.5
    delta = n - n1 - n2
    at1, at2 = atom(Z1, R)[0], atom(Z2, R)[0]
    cross12, cross21 = np.sum(vol * n1 * p2), np.sum(vol * n2 * p1)
    field = 0.5 * c.ravel() @ A @ c.ravel()
    local = 0.4 * DENS * (phi**2.5 - p1**2.5 - p2**2.5) - (n1 + n2) * psi
    lower = Z2 * at1 + cross12 - field - np.sum(vol * local)
    electro = Z1 * at2 - cross12
    p53 = 5 / 3
    frozen = electro + 0.6 * GAMMA * np.sum(
        vol * ((n1 + n2) ** p53 - n1**p53 - n2**p53))
    # Density functional without the self-repulsion of delta.
    partial = electro + np.sum(vol * (
        0.6 * GAMMA * (n**p53 - n1**p53 - n2**p53) - delta * S))
    cx = 0.75 * (3 / np.pi) ** (1 / 3)
    p43 = 4 / 3
    exchange = -cx * np.sum(vol * (n**p43 - n1**p43 - n2**p43))
    # Second-order gradient term (one ninth of the Weizsaecker energy).
    phi_u = a * sh[:, None] * (d1 + d2) + dU @ c @ P.T
    phi_v = a * np.sin(v) * (d2 - d1) - np.sin(v) * (U @ c @ dP.T)
    grad2 = (phi_u**2 + phi_v**2) / (r1 * r2)
    change = (grad2 / np.sqrt(np.maximum(phi, 1e-12))
              - d1**2 / np.sqrt(p1) - d2**2 / np.sqrt(p2))
    gradient = DENS / 32 * np.sum((vol * change)[r1 + r2 < 80])
    near = r1 + r2 < 10
    return dict(
        lower=lower, frozen=frozen, partial=partial, bound=Z2 * at1,
        bound_other=Z1 * at2, exchange=exchange, gradient=gradient,
        excess=np.sum(vol * delta), at_nucleus2=at1 + c[0].sum(),
        gap=min((p2 + psi)[near].min(), (p1 + psi)[near].min()),
        top=psi[near].max(), electro=electro,
        electro_other=Z2 * at1 - cross21, spline=spline, c=c)


def coulomb_by_multipoles(result, Z1, Z2, R, lmax=40):
    """Self-repulsion of delta = rho_mol-rho_1-rho_2 by Coulomb summation."""
    a = R / 2
    t = np.linspace(-6, np.log(150 / a), 1200)
    dt = t[1] - t[0]
    r = a * np.exp(t)
    mu, wmu = leg.leggauss(80)
    rr = r[:, None]
    r1 = np.sqrt((rr - a) ** 2 + 2 * a * rr * (1 + mu))
    r2 = np.sqrt((rr - a) ** 2 + 2 * a * rr * (1 - mu))
    uu = np.arccosh(np.maximum((r1 + r2) / R, 1)).ravel()
    eta = np.clip((r1 - r2) / R, -1, 1).ravel()
    c = result["c"]
    psi = ((result["spline"](uu) @ c)
           * leg.legvander(eta, c.shape[1] - 1)).sum(axis=1).reshape(r1.shape)
    p1, p2 = atom(Z1, r1)[0], atom(Z2, r2)[0]
    delta = DENS * (np.maximum(p1 + p2 + psi, 0)**1.5 - p1**1.5 - p2**1.5)
    moments = (delta * wmu) @ leg.legvander(mu, lmax)
    power = np.arange(lmax + 1) + 1
    shell = moments * rr**2 * dt
    inner = 0.5 * shell[0]
    energy = np.sum(r[0] * shell[0] * inner)
    for k in range(1, len(r)):
        inner = ((inner + 0.5 * shell[k - 1]) * (r[k - 1] / r[k]) ** power
                 + 0.5 * shell[k])
        energy += np.sum(r[k] * shell[k] * inner)
    return 4 * np.pi**2 * energy


def lda_energy(geometry, basis):
    """All-electron spin-polarized Kohn-Sham LDA energy of a triplet."""
    mol = gto.M(atom=geometry, basis=basis, spin=2, verbose=0)
    mf = dft.UKS(mol)
    mf.xc = "lda,vwn"
    mf.grids.level = 2
    mf.conv_tol = 1e-6
    mf.kernel()
    if not mf.converged:
        orbitals, occupations = mf.mo_coeff, mf.mo_occ
        mf = mf.newton()
        mf.kernel(orbitals, occupations)
    assert mf.converged
    return mf.e_tot


Z = 32
b = LENGTH / Z ** (1 / 3)
slope = trapezoid(np.exp(1.5 * LNCHI + 0.5 * LNX), LNX)
r = b * np.exp(LNX)
phi_atom = atom(Z, r)[0]
n_atom = DENS * phi_atom**1.5
shell_weight = 4 * np.pi * r**3
E_atom = trapezoid(shell_weight * n_atom * (
    0.6 * phi_atom - Z / r + 0.5 * (Z / r - phi_atom)), LNX)
E_formula = -3 / 7 * slope * Z**2 / b
assert abs(E_atom / E_formula - 1) < 1e-4
print(f"Ge nuclear charge: {Z} e")
print(f"Thomas-Fermi length b: {b * NM:.5f} nm")
print(f"minus initial slope of chi: {slope:.6f} (no unit)")
print(f"atom energy, functional: {E_atom * EV / 1000:.4f} keV")
print(f"atom energy, slope formula: {E_formula * EV / 1000:.4f} keV")

print("Ge-Ge interaction energies, all in eV, R in nm:")
print("R | E_int | frozen-atom bound | Z*phi_atom(R)")
distances = [0.02, 0.05, 0.10, 0.15, 0.245]
results = {}
for d in distances:
    m = results[d] = molecule(Z, Z, d / NM)
    assert 0 < m["lower"] < min(m["frozen"], m["bound"])
    assert abs(m["excess"]) < 0.02
    print(f"{d:.3f} | {m['lower'] * EV:.2f} | {m['frozen'] * EV:.2f}"
          f" | {m['bound'] * EV:.2f}")
print("First-order size of neglected terms, eV, R in nm:")
print("R | exchange change | gradient-term change")
for d in distances:
    m = results[d]
    print(f"{d:.3f} | {m['exchange'] * EV:.2f} | {m['gradient'] * EV:.2f}")

for d in (0.05, 0.245):
    fine = molecule(Z, Z, d / NM, cells=30, nleg=22)
    shift = fine["lower"] - results[d]["lower"]
    gshift = fine["gradient"] - results[d]["gradient"]
    assert abs(shift) < 0.01 * fine["lower"]
    print(f"finer basis, {d:.3f} nm: E_int shift {shift * EV:.5f} eV")
    print(f"  gradient-term shift {gshift * EV:.4f} eV")

d = 0.05
R = d / NM
m = results[d]
assert m["gap"] > 0 and m["top"] < 0
coulomb = coulomb_by_multipoles(m, Z, Z, R)
E_density = m["partial"] + coulomb
t, wt = leg.leggauss(8)
t, wt = (t + 1) / 2, wt / 2
charges = Z * t**2
gaps = np.array([molecule(Z, q, R)["at_nucleus2"] for q in charges])
assert np.all(gaps > 0) and np.all(gaps < atom(Z, R)[0])
E_charging = np.sum(wt * 2 * Z * t * gaps)
assert abs(E_density / m["lower"] - 1) < 3e-3
assert abs(E_charging / m["lower"] - 1) < 3e-3
print("Three roads to E_int at 0.050 nm:")
print(f"potential functional: {m['lower'] * EV:.3f} eV")
print(f"density functional: {E_density * EV:.3f} eV")
print(f"  of which self-repulsion of delta: {coulomb * EV:.3f} eV")
print(f"charging integral: {E_charging * EV:.3f} eV")
print(f"potential gap, charge {charges[0]:.4f} e: {gaps[0] * EV:.3f} V")
print(f"potential gap, charge {charges[-1]:.4f} e: {gaps[-1] * EV:.3f} V")
print(f"atom-1 potential at nucleus 2: {atom(Z, R)[0] * EV:.3f} V")
print(f"smallest sampled phi_mol-phi_atom: {m['gap'] * EV:.4f} V")
print(f"electron count minus 2Z: {m['excess']:.6f}")

q = 8
pair = molecule(Z, q, R)
assert 0 < pair["lower"] < min(pair["frozen"], pair["bound"],
                                pair["bound_other"])
assert abs(pair["electro"] - pair["electro_other"]) < 2e-3 * pair["bound"]
assert abs(pair["excess"]) < 0.02
print(f"unequal charges {Z} e and {q} e, 0.050 nm:")
print(f"  E_int {pair['lower'] * EV:.3f} eV")
print(f"  upper bounds {pair['bound'] * EV:.3f} eV"
      f" and {pair['bound_other'] * EV:.3f} eV")

d = 0.245
dimer = f"Ge 0 0 0; Ge 0 0 {10 * d}"
lda = {}
for basis in ("def2-svp", "def2-tzvp"):
    lda[basis] = (lda_energy(dimer, basis)
                  - 2 * lda_energy("Ge 0 0 0", basis)) * EV
    print(f"LDA Ge2, 0.245 nm, {basis}: {lda[basis]:.3f} eV")
basis_shift = lda["def2-tzvp"] - lda["def2-svp"]
assert max(lda.values()) < 0 and abs(basis_shift) < 1.0
print(f"LDA basis shift: {basis_shift:.3f} eV")
print(f"relativity scale (Z*alpha)^2: {(Z * const.alpha) ** 2:.4f}")
print("every check passed")
```

Running it gives:

```
Ge nuclear charge: 32 e
Thomas-Fermi length b: 0.01476 nm
minus initial slope of chi: 1.588070 (no unit)
atom energy, functional: -68.0064 keV
atom energy, slope formula: -68.0064 keV
Ge-Ge interaction energies, all in eV, R in nm:
R | E_int | frozen-atom bound | Z*phi_atom(R)
0.020 | 18273.19 | 18970.42 | 25178.75
0.050 | 2021.22 | 2111.87 | 3976.42
0.100 | 223.86 | 234.11 | 717.87
0.150 | 48.11 | 50.30 | 231.72
0.245 | 5.80 | 6.06 | 52.40
First-order size of neglected terms, eV, R in nm:
R | exchange change | gradient-term change
0.020 | -733.44 | -162.95
0.050 | -244.30 | -54.28
0.100 | -66.49 | -14.78
0.150 | -25.01 | -5.56
0.245 | -6.17 | -1.37
finer basis, 0.050 nm: E_int shift -0.00001 eV
  gradient-term shift -0.0050 eV
finer basis, 0.245 nm: E_int shift -0.00000 eV
  gradient-term shift -0.0000 eV
Three roads to E_int at 0.050 nm:
potential functional: 2021.221 eV
density functional: 2021.219 eV
  of which self-repulsion of delta: 55.636 eV
charging integral: 2020.912 eV
potential gap, charge 0.0126 e: 123.736 V
potential gap, charge 30.7419 e: 44.851 V
atom-1 potential at nucleus 2: 124.263 V
smallest sampled phi_mol-phi_atom: 0.1072 V
electron count minus 2Z: 0.000088
unequal charges 32 e and 8 e, 0.050 nm:
  E_int 708.182 eV
  upper bounds 994.106 eV and 1679.799 eV
LDA Ge2, 0.245 nm, def2-svp: -3.803 eV
LDA Ge2, 0.245 nm, def2-tzvp: -3.801 eV
LDA basis shift: 0.001 eV
relativity scale (Z*alpha)^2: 0.0545
every check passed
```
